# The Lieb–Narnhofer bound for point charges in a uniform background: verification in Python

```python
"""Lower bound for the classical energy of N equal point charges q in a
uniform neutralising background:  E >= -0.9 N q^2 / r_s.
The background has number density rho = 3/(4 pi r_s^3).  Reduced units are
q = r_s = 1, so energies are in q^2/r_s and lengths in r_s.
Point charges are compared with uniform balls of radius a:
  phi(r) potential of a unit ball,  W(s) interaction of two unit balls,
  g = 1/r - phi,  h = 1/s - W  (both non-negative).
Exact splitting: E = field energy + overlap terms - N(0.6/a + 0.3 a^2),
plus, for a finite background, the part of g that lies outside it.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf, erfc

rng = np.random.default_rng(7)
RHO = 3 / (4 * np.pi)
FLOOR = -0.9
all_energies = []          # every energy per particle met below


# ---------- smeared charges: closed forms for radius 1 ----------
def phi_ball(r):
    r = np.asarray(r, float)
    return np.where(r < 1, (3 - r**2) / 2, 1 / np.maximum(r, 1))


def w_balls(s):
    s = np.asarray(s, float)
    inner = 1.2 - s**2 / 2 + 3 * s**3 / 16 - s**5 / 160
    return np.where(s < 2, inner, 1 / np.maximum(s, 2))


def form_factor(k):
    k = np.asarray(k, float)
    safe = np.where(k == 0, 1.0, k)
    value = 3 * (np.sin(safe) - safe * np.cos(safe)) / safe**3
    return np.where(k == 0, 1.0, value)


# Radial Fourier integrals.  The integrands are band-limited, so the
# trapezoidal rule is limited only by the cut at large k.
k_line = np.arange(40001) * 0.05
k_weight = np.full(k_line.size, 0.05)
k_weight[0] /= 2
f_line = form_factor(k_line)


def sinc(x):
    return np.sinc(x / np.pi)


def phi_fourier(r):
    return 2 / np.pi * np.sum(k_weight * f_line * sinc(k_line * r))


def w_fourier(s):
    return 2 / np.pi * np.sum(k_weight * f_line**2 * sinc(k_line * s))


for r in (0.0, 0.3, 0.8, 1.4, 2.5):
    assert abs(phi_fourier(r) - phi_ball(r)) < 1e-6
for s in (0.0, 0.4, 1.1, 1.7, 2.5):
    assert abs(w_fourier(s) - w_balls(s)) < 1e-6
separations = np.linspace(0.05, 4, 80)
deficits = np.array([1 / s - w_fourier(s) for s in separations])
assert deficits.min() > -1e-7
self_energy = w_fourier(0.0) / 2
g_integral = quad(lambda r: 4*np.pi*r**2*(1/r - phi_ball(r)), 0, 1)[0]
h_integral = quad(lambda s: 4*np.pi*s**2*(1/s - w_balls(s)), 0, 2)[0]
assert abs(self_energy - 3 / 5) < 1e-7
assert abs(g_integral - 2 * np.pi / 5) < 1e-9
assert abs(h_integral - 4 * np.pi / 5) < 1e-9
best = minimize_scalar(
    lambda a: self_energy / a + RHO * g_integral * a**2,
    bounds=(0.2, 3), method="bounded", options={"xatol": 1e-9})
assert abs(best.x - 1) < 1e-5 and abs(best.fun + FLOOR) < 1e-7
print("SMEARED CHARGES, radius r_s")
print(f"ball self-energy = {self_energy:.6f} q^2/r_s")
print(f"integral of g = {g_integral:.6f} r_s^2")
print(f"background term = {RHO * g_integral:.6f} q^2/r_s")
print(f"best radius = {best.x:.5f} r_s")
print(f"bound coefficient = {-best.fun:.6f} q^2/r_s")

# two separated neutral balls, each with a central point charge
gap = 2.5
neutral_pair = 1 / gap - 2 * phi_fourier(gap) + w_fourier(gap)
assert abs(neutral_pair) < 1e-6
print(f"neutral balls {gap} r_s apart: |interaction| < 1e-6 q^2/r_s")


# ---------- periodic arrays ----------
def lattice_vectors(rows, cutoff, extra=0):
    reach = cutoff * np.linalg.norm(np.linalg.inv(rows), axis=0)
    top = np.ceil(reach).astype(int) + extra
    axes = [np.arange(-m, m + 1) for m in top]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), -1)
    return grid.reshape(-1, 3) @ rows


def image_distances(cell, pos, cutoff):
    shifts = lattice_vectors(cell, cutoff, extra=1)
    diff = (pos[:, None] - pos[None]).reshape(-1, 1, 3) + shifts
    dist = np.linalg.norm(diff, axis=-1).ravel()
    return dist[(dist > 1e-9) & (dist < cutoff)]


def reciprocal_data(cell, pos, cutoff):
    vec = lattice_vectors(2*np.pi*np.linalg.inv(cell).T, cutoff)
    size = np.linalg.norm(vec, axis=1)
    keep = (size > 1e-9) & (size < cutoff)
    vec, size = vec[keep], size[keep]
    amplitude = np.zeros(size.size, complex)
    for point in pos:
        amplitude += np.exp(1j * (vec @ point))
    return size, np.abs(amplitude)**2


def ewald(cell, pos, alpha=1.0):
    n, volume = len(pos), abs(np.linalg.det(cell))
    dist = image_distances(cell, pos, 6 / alpha)
    k, s2 = reciprocal_data(cell, pos, 12 * alpha)
    total = 0.5 * np.sum(erfc(alpha * dist) / dist)
    total += 2*np.pi/volume*np.sum(np.exp(-k**2/(4*alpha**2))/k**2*s2)
    total -= n * alpha / np.sqrt(np.pi)
    total -= np.pi * n**2 / (2 * volume * alpha**2)
    return total / n


def split_terms(cell, pos, a=1.0, cutoff=60):
    """Overlap and field terms per particle for smearing radius a."""
    n, volume = len(pos), abs(np.linalg.det(cell))
    dist = image_distances(cell, pos, 2 * a)
    overlap = 0.5 * np.sum(1 / dist - w_balls(dist / a) / a) / n
    k, s2 = reciprocal_data(cell, pos, cutoff)
    field = 2*np.pi/volume*np.sum(form_factor(k*a)**2/k**2*s2) / n
    return overlap, field


def scaled(cell, n=1):
    cell = np.array(cell, float)
    return cell * (n / RHO / abs(np.linalg.det(cell)))**(1 / 3)


lattices = {
    "simple cubic": np.eye(3),
    "fcc": [[0, 1, 1], [1, 0, 1], [1, 1, 0]],
    "bcc": [[-1, 1, 1], [1, -1, 1], [1, 1, -1]],
    "tetragonal c/a=3": np.diag([1, 1, 3]),
    "tetragonal c/a=6": np.diag([1, 1, 6]),
}
origin = np.zeros((1, 3))
lattice_energy = {}
print("PERIODIC, per particle in q^2/r_s: energy, overlap, field")
for name, shape in lattices.items():
    cell = scaled(shape)
    energy = ewald(cell, origin)
    assert abs(energy - ewald(cell, origin, 1.5)) < 1e-10
    overlap, field = split_terms(cell, origin, cutoff=100)
    # tolerance: slow k^-3 tail of the truncated field sum
    assert abs(energy - (FLOOR + overlap + field)) < 1e-5
    lattice_energy[name] = energy
    all_energies.append(energy)
    print(f"{name}: {energy:.6f}, {overlap:.5f}, {field:.5f}")

cell8 = scaled(np.eye(3), 8)
pos8 = rng.random((8, 3)) @ cell8
energy8 = ewald(cell8, pos8)
all_energies.append(energy8)
for a in (1.0, 1.3):
    overlap, field = split_terms(cell8, pos8, a)
    constant = 0.6 / a + 0.3 * a**2
    assert abs(energy8 - (overlap + field - constant)) < 1e-5
    print(f"random 8, a={a} r_s: {energy8:.5f}, {overlap:.5f}, "
          f"{field:.5f}; constant {-constant:.5f}")


# ---------- finite background shaped as a ball ----------
def ball_energy(flat):
    """Total energy and gradient; the background radius is N^(1/3)."""
    pos = flat.reshape(-1, 3)
    n = len(pos)
    radius = n**(1 / 3)
    diff = pos[:, None] - pos[None]
    dist = np.linalg.norm(diff, axis=-1)
    np.fill_diagonal(dist, np.inf)
    r = np.linalg.norm(pos, axis=1)
    attraction = n / radius * phi_ball(r / radius)
    total = 0.5*np.sum(1/dist) - attraction.sum() + 0.6*n**2/radius
    slope = pos * (n / np.maximum(r, radius)**3)[:, None]
    slope = slope - np.sum(diff / dist[:, :, None]**3, axis=1)
    return total, slope.ravel()


directions = rng.normal(size=(6, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
radii = np.array([0.4, 1.0, 1.5, 1.9, 2.4, 3.2])
pos6 = directions * radii[:, None]
big = 6**(1 / 3)
energy6 = ball_energy(pos6.ravel())[0]
dist6 = np.linalg.norm(pos6[:, None] - pos6[None], axis=-1)
pair6 = dist6[np.triu_indices(6, 1)]
overlap6 = np.sum(1 / pair6 - w_balls(pair6))
f_big = form_factor(k_line * big)
power = 6 * f_line**2 + 36 * f_big**2
for d in pair6:
    power += 2 * f_line**2 * sinc(k_line * d)
for d in radii:
    power -= 12 * f_line * f_big * sinc(k_line * d)
field6 = np.sum(k_weight * power) / np.pi
shell = (np.arange(20000) + 0.5) / 20000
outside6 = 0.0
for d in radii:
    edge = (big**2 - d**2 - shell**2) / (2 * d * shell)
    fraction = (1 - np.clip(edge, -1, 1)) / 2
    g_shell = 1 / shell - phi_ball(shell)
    outside6 += 3 * np.mean(shell**2 * g_shell * fraction)
assert abs(energy6 - (6*FLOOR + field6 + overlap6 + outside6)) < 1e-6
all_energies.append(energy6 / 6)
print("FINITE BALL, 6 charges, some outside; totals in q^2/r_s")
print(f"background radius = {big:.5f} r_s")
print("distances from centre (r_s):", *radii)
print(f"energy = {energy6:.5f}, field = {field6:.5f}")
print(f"overlap = {overlap6:.5f}, outside part = {outside6:.5f}")

print("FINITE BALL, lowest energy found per particle (q^2/r_s)")
for n in (1, 2, 3, 4, 8, 13):
    found = []
    for _ in range(15):
        start = rng.normal(size=3 * n) * 0.5 * n**(1 / 3)
        result = minimize(ball_energy, start, jac=True, method="L-BFGS-B",
                          options={"ftol": 1e-15, "gtol": 1e-9,
                                   "maxiter": 2000})
        found.append(result.fun / n)
    lowest = min(found)
    all_energies.append(lowest)
    if n == 1:
        assert abs(lowest - FLOOR) < 1e-9
    print(f"N={n}: {lowest:.6f}")

# ---------- finite background shaped as a box ----------
# 1/r is written as a Gaussian integral over t, with t = exp(u).
du = 0.12
t_line = np.exp(np.arange(-38, 20, du))
t_weight = 2 / np.sqrt(np.pi) * t_line * du


def box_energy(sides, pos):
    product = np.ones((len(pos), t_line.size))
    self_product = np.ones(t_line.size)
    for axis, side in enumerate(sides):
        x = pos[:, axis, None]
        product *= np.sqrt(np.pi) / (2 * t_line) * (
            erf(t_line*(side/2 - x)) + erf(t_line*(side/2 + x)))
        self_product *= (side*np.sqrt(np.pi)*erf(t_line*side)/t_line
                         + np.expm1(-(t_line*side)**2)/t_line**2)
    dist = np.linalg.norm(pos[:, None] - pos[None], axis=-1)
    np.fill_diagonal(dist, np.inf)
    return (0.5 * np.sum(1 / dist) - RHO * np.sum(product @ t_weight)
            + 0.5 * RHO**2 * np.sum(self_product * t_weight))


edge_length = (1 / RHO)**(1 / 3)
flat_sides = edge_length * np.array([2, 2, 1])
flat_found = []
for _ in range(4):
    start = ((rng.random((4, 3)) - 0.5) * flat_sides).ravel()
    result = minimize(lambda x: box_energy(flat_sides, x.reshape(-1, 3)),
                      start, method="L-BFGS-B")
    flat_found.append(result.fun / 4)
all_energies.append(min(flat_found))
print("FINITE BOX")
print("flat box sides (r_s):", *[f"{x:.4f}" for x in flat_sides])
print(f"N=4, lowest found = {min(flat_found):.6f} q^2/r_s per particle")

cube_total = {}
for m in (3, 4, 5, 6):
    line = (np.arange(m) - (m - 1) / 2) * edge_length
    points = np.stack(np.meshgrid(line, line, line), -1).reshape(-1, 3)
    cube_total[m] = box_energy([m * edge_length] * 3, points)
    all_energies.append(cube_total[m] / m**3)
    print(f"cube of {m**3} cells: {cube_total[m] / m**3:.6f} "
          "q^2/r_s per particle")
# A third difference removes face, edge and corner contributions.
bulk = (cube_total[6] - 3*cube_total[5] + 3*cube_total[4]
        - cube_total[3]) / 6
assert abs(bulk - lattice_energy["simple cubic"]) < 1e-5
print(f"bulk part from cubes = {bulk:.6f} q^2/r_s per particle")

# ---------- the bound and one conversion ----------
assert min(all_energies) >= FLOOR - 1e-9
bcc = lattice_energy["bcc"]
print("BOUND AND CONVERSION")
print(f"bcc above bound by {bcc - FLOOR:.6f} q^2/r_s")
print(f"simple-cubic edge = {edge_length:.6f} r_s")
sc_by_edge = lattice_energy["simple cubic"] * edge_length
print(f"simple-cubic energy = {sc_by_edge:.6f} q^2/edge")
r_s_metres = 1e-9
unit_ev = constants.e / (4*np.pi*constants.epsilon_0*r_s_metres)
print(f"chosen r_s = {r_s_metres * 1e9:.1f} nm, q = e, vacuum")
print(f"q^2/r_s = {unit_ev:.5f} eV")
print(f"bound = {FLOOR * unit_ev:.5f} eV per particle")
print(f"bcc = {bcc * unit_ev:.5f} eV per particle")
print("ALL CHECKS PASSED")
```

Output:

```
SMEARED CHARGES, radius r_s
ball self-energy = 0.600000 q^2/r_s
integral of g = 1.256637 r_s^2
background term = 0.300000 q^2/r_s
best radius = 1.00000 r_s
bound coefficient = -0.900000 q^2/r_s
neutral balls 2.5 r_s apart: |interaction| < 1e-6 q^2/r_s
PERIODIC, per particle in q^2/r_s: energy, overlap, field
simple cubic: -0.880059, 0.00672, 0.01322
fcc: -0.895874, 0.00076, 0.00337
bcc: -0.895929, 0.00131, 0.00277
tetragonal c/a=3: -0.339392, 0.14299, 0.41762
tetragonal c/a=6: 1.343075, 0.45353, 1.78955
random 8, a=1.0 r_s: -0.56147, 0.21839, 0.12014; constant -0.90000
random 8, a=1.3 r_s: -0.56147, 0.36312, 0.04395; constant -0.96854
FINITE BALL, 6 charges, some outside; totals in q^2/r_s
background radius = 1.81712 r_s
distances from centre (r_s): 0.4 1.0 1.5 1.9 2.4 3.2
energy = -0.87163, field = 3.47121
overlap = 0.20735, outside part = 0.84981
FINITE BALL, lowest energy found per particle (q^2/r_s)
N=1: -0.900000
N=2: -0.833386
N=3: -0.832034
N=4: -0.850447
N=8: -0.866964
N=13: -0.875007
FINITE BOX
flat box sides (r_s): 3.2240 3.2240 1.6120
N=4, lowest found = -0.889197 q^2/r_s per particle
cube of 27 cells: -0.884717 q^2/r_s per particle
cube of 64 cells: -0.883597 q^2/r_s per particle
cube of 125 cells: -0.882911 q^2/r_s per particle
cube of 216 cells: -0.882448 q^2/r_s per particle
bulk part from cubes = -0.880059 q^2/r_s per particle
BOUND AND CONVERSION
bcc above bound by 0.004071 q^2/r_s
simple-cubic edge = 1.611992 r_s
simple-cubic energy = -1.418649 q^2/edge
chosen r_s = 1.0 nm, q = e, vacuum
q^2/r_s = 1.43996 eV
bound = -1.29597 eV per particle
bcc = -1.29011 eV per particle
ALL CHECKS PASSED
```
